# Isotropic Longitudinal Piezoresistance on a (111) Wafer

## 1. Definitions and conventions

Let \(\rho_0\) be the scalar resistivity of an unstressed cubic crystal and \(\sigma_{kl}\) a uniform stress, positive in tension. To first order in stress,

\[
\frac{\Delta\rho_{ij}}{\rho_0}=\sum_{kl}\pi_{ijkl}\,\sigma_{kl}. \tag{1}
\]

Indices 1, 2, 3 refer to the cube axes. The stress tensor is symmetric, and so is the resistivity tensor at zero magnetic field. Hence \(\pi_{ijkl}=\pi_{jikl}=\pi_{ijlk}\). The three engineering coefficients are

\[
\pi_{11}=\pi_{1111},\qquad \pi_{12}=\pi_{1122},\qquad \pi_{44}=2\pi_{2323}.
\]

The factor 2 arises because a shear stress enters (1) twice, as \(\sigma_{23}\) and \(\sigma_{32}\). With it, \(\Delta\rho_{23}/\rho_0=\pi_{44}\sigma_{23}\), where \(\sigma_{23}\) is the tensor component.

The longitudinal coefficient \(\pi_l\) describes current and uniaxial stress along the same unit vector \(\mathbf n\). The transverse coefficient \(\pi_t\) describes current along \(\mathbf m\), perpendicular to the stress axis \(\mathbf n\), with both vectors in the wafer plane. The result to be derived is that, for every \(\mathbf n\) in a (111) plane,

\[
\boxed{\;\pi_l=\frac{\pi_{11}+\pi_{12}+\pi_{44}}{2},\qquad
\pi_t=\frac{\pi_{11}+5\pi_{12}-\pi_{44}}{6}\;} \tag{2}
\]

The crystal is assumed to have the full cubic symmetry of silicon (class m-3m). The result concerns the in-plane block of the resistivity tensor, at first order in stress, on an exactly oriented wafer.

## 2. The cubic tensor

A half-turn about axis 3 reverses axes 1 and 2. A nonzero component must therefore contain an even total number of indices 1 and 2. The other half-turns impose the same condition on the other pairs, so the numbers of 1s, 2s and 3s all have the same parity. They add up to four, and three odd numbers cannot do so; all three are even. The surviving components have the forms \(iiii\), \(iijj\) and \(ijij\), with their permitted permutations. The threefold and fourfold rotations make the members of each family equal, which leaves three constants.

For diagonal components, (1) gives

\[
\frac{\Delta\rho_{11}}{\rho_0}=\pi_{11}\sigma_{11}+\pi_{12}(\sigma_{22}+\sigma_{33})
=\pi_{12}\,\mathrm{tr}\,\sigma+(\pi_{11}-\pi_{12})\sigma_{11},
\]

and cyclically. Off the diagonal, \(\Delta\rho_{ij}/\rho_0=\pi_{44}\sigma_{ij}\). Both cases are contained in

\[
\frac{\Delta\rho_{ij}}{\rho_0}=\pi_{12}\delta_{ij}\,\mathrm{tr}\,\sigma+\pi_{44}\sigma_{ij}+A\,\delta_{ij}\sigma_{ii},
\qquad A=\pi_{11}-\pi_{12}-\pi_{44}, \tag{3}
\]

with no sum in the last term. The first two terms have the same form in all axes. Only the term in \(A\) remembers the cube axes.

## 3. Rotation onto the wafer

Choose the right-handed wafer axes

\[
\mathbf e_1=\frac{[1,-1,0]}{\sqrt2},\qquad
\mathbf e_2=\frac{[1,1,-2]}{\sqrt6},\qquad
\mathbf e_3=\mathbf z=\frac{[1,1,1]}{\sqrt3}.
\]

Projecting (3) onto these axes gives the rotated tensor

\[
\pi'_{abcd}=\pi_{12}\delta_{ab}\delta_{cd}
+\frac{\pi_{44}}2(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})+A D_{abcd},
\]
\[
D_{abcd}=\sum_{i=1}^3(\mathbf e_a)_i(\mathbf e_b)_i(\mathbf e_c)_i(\mathbf e_d)_i. \tag{4}
\]

The rotation thus reduces to sums of products of four direction cosines. Now take a general in-plane pair

\[
\mathbf n=\mathbf e_1\cos\theta+\mathbf e_2\sin\theta,\qquad
\mathbf m=-\mathbf e_1\sin\theta+\mathbf e_2\cos\theta .
\]

**Longitudinal coefficient.** In a long bar with open sides the current density is \(\mathbf J=J\mathbf n\). The field along the bar is \(\mathbf n\cdot\mathbf E=J\,\mathbf n\cdot\rho\,\mathbf n\), so the measured resistivity is \(\mathbf n\cdot\rho\,\mathbf n\). The stress is \(\sigma_{kl}=\sigma n_kn_l\), with trace \(\sigma\). Equation (3) gives

\[
\pi_l=\pi_{12}+\pi_{44}+A\sum_i n_i^4. \tag{5}
\]

Because \(\mathbf n\) is perpendicular to [111], \(n_1+n_2+n_3=0\). Squaring this sum and using \(|\mathbf n|=1\),

\[
0=1+2\sum_{i<j}n_in_j\quad\Rightarrow\quad \sum_{i<j}n_in_j=-\frac12 .
\]

Squaring again,

\[
\frac14=\sum_{i<j}n_i^2n_j^2+2n_1n_2n_3(n_1+n_2+n_3)=\sum_{i<j}n_i^2n_j^2 .
\]

Since \((\sum_i n_i^2)^2=1\),

\[
\sum_i n_i^4=1-2\sum_{i<j}n_i^2n_j^2=\frac12. \tag{6}
\]

The angle has disappeared. Inserting (6) in (5),

\[
\pi_l=\pi_{12}+\pi_{44}+\frac{\pi_{11}-\pi_{12}-\pi_{44}}2
=\frac{\pi_{11}+\pi_{12}+\pi_{44}}2 .
\]

**Transverse coefficient.** For the same stress, \(\mathbf m\cdot\sigma\,\mathbf m=0\), and hence \(\pi_t=\pi_{12}+A\sum_i n_i^2m_i^2\). The vectors \(\mathbf n,\mathbf m,\mathbf z\) form an orthonormal set, so \(n_i^2+m_i^2+1/3=1\) for each \(i\). Therefore

\[
\sum_i n_i^2m_i^2=\sum_i n_i^2\left(\frac23-n_i^2\right)=\frac23-\frac12=\frac16,
\]

and \(\pi_t=\pi_{12}+A/6\), which is the second formula in (2).

**General in-plane stress.** Since \(d\mathbf n/d\theta=\mathbf m\), differentiating (6) gives \(4\sum_i n_i^3m_i=0\). Uniaxial stress along \(\mathbf n\) therefore produces no in-plane component \(\Delta\rho_{nm}\). Any in-plane stress is a sum of two uniaxial stresses along its principal axes. Adding their effects gives, for \(a,b=1,2\),

\[
\frac{\Delta\rho_{ab}}{\rho_0}=\pi_t\delta_{ab}(\sigma_{11}+\sigma_{22})+(\pi_l-\pi_t)\sigma_{ab},
\qquad \pi_l-\pi_t=\pi_{44}+\frac A3, \tag{7}
\]

where all components now refer to the wafer axes. Equal biaxial stress has the coefficient \(\pi_l+\pi_t\).

## 4. Why threefold symmetry suffices

The longitudinal coefficient is a homogeneous polynomial of degree four in \(\cos\theta\) and \(\sin\theta\). It can be written

\[
\pi_l(\theta)=\sum_{k=-4,-2,0,2,4}a_k e^{ik\theta}.
\]

A threefold axis normal to the plane requires \(\pi_l(\theta+2\pi/3)=\pi_l(\theta)\), or \(a_k(e^{2\pi ik/3}-1)=0\). Thus \(a_k\) vanishes unless \(k\) is a multiple of 3. In the list, that leaves \(k=0\).

This argument does not need the three cubic constants. It also covers a thin (111) inversion channel whose linear response keeps the threefold axis: \(\pi_l\) is isotropic there, although confinement can invalidate its value in (2).

The (001) plane provides the contrasting case. Its fourfold axis permits \(k=\pm4\). With \(\mathbf n=(\cos\varphi,\sin\varphi,0)\), \(\sum_i n_i^4=1-\tfrac12\sin^2 2\varphi\), so (5) becomes

\[
\pi_l^{(001)}=\pi_{11}-\frac A2\sin^2 2\varphi. \tag{8}
\]

At \(\varphi=45^\circ\) this equals the (111) value. It must, because the \(\langle110\rangle\) line \([1,-1,0]\) lies in both planes.

## 5. Components that remain directional

In-plane isotropy does not make the whole tensor isotropic about [111]. Multiplying the components of \(\mathbf n\) gives

\[
n_1n_2n_3=-\frac{2\sin\theta}{\sqrt6}
\left(\frac{\sin^2\theta}{6}-\frac{\cos^2\theta}{2}\right)
=\frac{\sin\theta(3\cos^2\theta-\sin^2\theta)}{3\sqrt6}
=\frac{\sin3\theta}{3\sqrt6}. \tag{9}
\]

For three numbers whose sum is zero, \(\sum_i n_i^3=3n_1n_2n_3\). Projecting (3) onto \(\mathbf n\) and \(\mathbf z\) then gives

\[
\frac{\Delta\rho_{nz}}{\rho_0}=\frac{A\sigma}{\sqrt3}\sum_i n_i^3
=\frac{A\sigma}{3\sqrt2}\sin3\theta. \tag{10}
\]

Unless \(A\sin3\theta=0\), a longitudinal current in a layer stressed along \(\mathbf n\) is accompanied by an electric field normal to the wafer. With insulating faces and no normal current, this field does not alter \(\mathbf n\cdot\rho\,\mathbf n\). If the normal field is shorted instead, while the sides stay open, \(E_z=0\) gives \(J_z=-\rho_{zn}J_n/\rho_{zz}\), and the effective resistivity is

\[
\rho_{\rm eff}=\rho_{nn}-\frac{\rho_{nz}^2}{\rho_{zz}}. \tag{11}
\]

The correction is of second order in stress.

An implementation must also treat out-of-plane shear with care. From (4), \(D_{1123}=1/(3\sqrt2)\). A shear stress \(\sigma_{23}\) in wafer axes enters twice and contributes \((\sqrt2A/3)\sigma_{23}\) to \(\Delta\rho_{11}/\rho_0\). The reverse coefficient, from \(\sigma_{11}\) to \(\Delta\rho_{23}/\rho_0\), is half as large, \(A/(3\sqrt2)\). In this convention the rotated 6 by 6 matrix is not symmetric.

**Off-cut.** Let the resistor direction rise by a small angle \(\beta\) from the true (111) plane, \(\mathbf n'=\mathbf n\cos\beta+\mathbf z\sin\beta\). To first order, \(\sum_i n_i^4\) changes by \(4\beta\sum_i n_i^3z_i\). Using (9),

\[
\delta\pi_l=\frac{4A\beta}{\sqrt3}\,3n_1n_2n_3
=\frac{2\sqrt2}{3}A\beta\sin3\theta. \tag{12}
\]

If the wafer normal is tilted by \(\delta\) toward \([1,1,-2]\), then \(\sin\beta=-\sin\delta\sin\theta\), with \(\theta\) measured in the wafer. A resistor along \([1,-1,0]\) has \(\beta=0\) and keeps the longitudinal coefficient in (2). Other directions do not have this protection in general. Nor does the transverse coefficient for stress along \([1,-1,0]\), because the perpendicular direction in the wafer then leaves the (111) plane.

## 6. Worked example: an n-type silicon resistor

Take \(\pi_{11}=-1000\), \(\pi_{12}=500\) and \(\pi_{44}=-140\ \mathrm{TPa^{-1}}\). These are rough typical values for lightly doped n-type silicon near 300 K. Then

\[
A=-1000-500+140=-1360\ \mathrm{TPa^{-1}},
\]
\[
\pi_l=\frac{-1000+500-140}{2}=-320\ \mathrm{TPa^{-1}}
=-3.2\times10^{-10}\ \mathrm{Pa^{-1}},
\]
\[
\pi_t=\frac{-1000+2500+140}{6}=273\ \mathrm{TPa^{-1}}.
\]

A 1000 ohm resistor under 100 MPa, or \(10^{-4}\) TPa, of tension along its length has

\[
\frac{\Delta\rho}{\rho_0}=-320\times10^{-4}=-3.2\%,\qquad \Delta R=-32\ \Omega,
\]

before dimensional changes. The resistivity change is the same for every in-plane orientation of resistor and stress together. If the stress axis stays fixed while the resistor turns, the response changes between \(\pi_l\) and \(\pi_t\), as (7) states. Under equal biaxial stress the coefficient is \(-320+273=-47\ \mathrm{TPa^{-1}}\), so for these n-type coefficients the two contributions largely cancel. The remainder, \((2\pi_{11}+4\pi_{12}+\pi_{44})/3\), is poorly fixed by rough inputs: a 5% change of \(\pi_{12}\) alone moves it between \(-13\) and \(-80\ \mathrm{TPa^{-1}}\).

On (001), equation (8) gives \(-1000\), \(-830\), \(-490\) and \(-320\ \mathrm{TPa^{-1}}\) at 0, 15, 30 and 45 degrees from [100].

For contrast, rough p-type coefficients 70, \(-10\) and \(1400\ \mathrm{TPa^{-1}}\) give \(\pi_l=730\ \mathrm{TPa^{-1}}\) on (111), against 70 to \(730\ \mathrm{TPa^{-1}}\) on (001). The sign and size depend on the carriers; the linear isotropy does not.

## 7. Corrections for dimensions and orientation

**Dimensions.** Resistance is \(\rho\) times length divided by width and thickness. Its first-order geometric change is \(\varepsilon_n-\varepsilon_m-\varepsilon_z=2\varepsilon_n-\mathrm{tr}\,\varepsilon\). Elastic compliance has the form (3), with \(\pi_{11},\pi_{12},\pi_{44}\) replaced by \(s_{11},s_{12},s_{44}/2\); the last factor converts engineering to tensor shear strain. Therefore

\[
\frac{2\varepsilon_n-\mathrm{tr}\,\varepsilon}{\sigma}
=\left(s_{11}+s_{12}+\frac{s_{44}}2\right)-(s_{11}+2s_{12})
=\frac{s_{44}}2-s_{12}. \tag{13}
\]

This term is isotropic too. Rough silicon stiffnesses \(C_{11},C_{12},C_{44}=166,64,80\) GPa give \(8.4\ \mathrm{TPa^{-1}}\), or \(+0.08\%\) at 100 MPa. The total resistance change is then about \(-3.1\%\).

**Off-cut.** For a 4 degree tilt toward \([1,1,-2]\), the rotated cubic tensor gives \(\pi_l\) between \(-415\) and \(-272\ \mathrm{TPa^{-1}}\). Relative to the magnitude of the nominal \(-320\), the extreme departures are about 30% and 15%. Most of their inequality follows from (12): \(\delta\pi_l\) is proportional to \(\sin\theta\sin3\theta\), which ranges from \(-1\) to \(9/16\). First order in the tilt gives the ends \(-410\) and \(-270\ \mathrm{TPa^{-1}}\); the rest is of higher order. A tilt in the opposite direction gives \(-373\) to \(-238\ \mathrm{TPa^{-1}}\).

**Normal field.** At \(\theta=30^\circ\), where \(\sin3\theta=1\), the normal field is \(-3.3\%\) of the longitudinal field. Shorting it would shift the resistivity by \(-0.10\%\) of \(\rho_0\), about 3% of the piezoresistive change. This is the size of one second-order term, not a complete second-order theory.

## 8. A valley model and the end of isotropy

Electrons in silicon occupy six valleys, two on each cube axis. Assume equal, constant relaxation times, Boltzmann statistics and fixed total density. Let \(w_i\) be the fraction of electrons in the two valleys on axis \(i\), and let \(r=m_l/m_t\) be the ratio of longitudinal to transverse mass. The conductivity along axis \(i\) is proportional to \(w_i/m_l+(1-w_i)/m_t\). Writing \(w_i=(1+u_i)/3\) and dividing by the unstressed value gives

\[
\frac{\gamma_i}{\gamma_0}=1-\kappa u_i,\qquad \kappa=\frac{r-1}{2r+1}. \tag{14}
\]

The valley energy shifts by \(\Xi_u\varepsilon_{ii}\), apart from a common shift that does not affect the fractions. For stress along \(\mathbf n\), \(\varepsilon_{ii}=s_{12}\sigma+(s_{11}-s_{12})n_i^2\sigma\). Define

\[
x=\frac{\Xi_u(s_{11}-s_{12})\sigma}{k_BT},\qquad d_i=n_i^2-\frac13 .
\]

Then \(w_i\) is proportional to \(e^{-xd_i}\), and \(\sum_i d_i=0\). At first order \(u_i=-xd_i\), so \(\Delta\rho_i/\rho_0=-\kappa xd_i\). Stress along [100] has \(d_1=2/3\) and \(d_2=d_3=-1/3\), hence

\[
\pi_{11}=-\frac23\,\frac{\Xi_u(s_{11}-s_{12})}{k_BT}\,\kappa,\qquad
\pi_{12}=-\frac{\pi_{11}}2,\qquad \pi_{44}=0. \tag{15}
\]

The last result holds because shear strain in cube axes does not shift these valleys or tilt their mass tensors in this model. Tension along [100] raises the two valleys on that axis. Electrons move to the other four, whose light transverse mass lies along the current, and the resistivity falls.

With rough values \(\Xi_u=9\) eV, \(m_l=0.92\,m_e\) and \(m_t=0.19\,m_e\), the model gives \(\pi_{11}=-818\), \(\pi_{12}=409\) and, on (111), \(\pi_l=-205\ \mathrm{TPa^{-1}}\) at 300 K.

**Second order.** Expanding the normalized weights gives

\[
u_i=-xd_i+\frac{x^2}{2}\left(d_i^2-\frac1{18}\right)+O(x^3),
\]

since \(\sum_i d_i^2=\tfrac12-\tfrac13=\tfrac16\), whose average over the three axes is \(1/18\). Also \(\rho_i/\rho_0=(1-\kappa u_i)^{-1}=1+\kappa u_i+\kappa^2u_i^2+\cdots\). With \(G=\sum_i n_i^2d_i^2\), the longitudinal change is

\[
\frac{\Delta\rho_{nn}}{\rho_0}=-\frac{\kappa x}{6}
+x^2\left[\left(\frac\kappa2+\kappa^2\right)G-\frac\kappa{36}\right]+O(x^3). \tag{16}
\]

To find \(G\), note that each \(n_i\) solves \(t^3=t/2+p\), with \(p=n_1n_2n_3\), because the roots have zero sum and pair sum \(-1/2\). Squaring and summing gives \(\sum_i n_i^6=1/4+3p^2\). Thus

\[
G=\sum_i n_i^6-\frac23\sum_i n_i^4+\frac19
=\frac1{36}+\frac{\sin^23\theta}{18}. \tag{17}
\]

Since \(\sin^23\theta=(1-\cos6\theta)/2\), a sixfold anisotropy appears. Threefold symmetry permits it, and the extra factor of stress supplies the angular harmonic that the linear tensor lacked.

At 100 MPa the linear model change is \(-2.05\%\). The full model change varies from \(-2.06\%\) to \(-1.87\%\), a spread of about 9% of the linear change. Doubling a stress of 1 MPa multiplies the sixfold part by 3.997, in agreement with the quadratic law.

**Temperature and density.** With masses, elastic constants and \(\Xi_u\) fixed, (15) varies as \(1/T\). The model coefficient at 400 K is \(-153\ \mathrm{TPa^{-1}}\), a reduction of 25% in magnitude. At 300 K and \(10^{18}\) electrons per cm³, Fermi statistics multiply the linear model coefficient by 0.987. This factor holds for the constant relaxation time assumed here; it is not a full doping correction for real material.

## 9. Use for real resistors

The chosen coefficients and masses lie in the ordinary range for bulk n-type silicon, but they are rough inputs, not a calibration. The valley model gives a \(\pi_l\) about 36% smaller in magnitude than the rough cubic coefficients do. Of the \(115\ \mathrm{TPa^{-1}}\) difference, 70 comes from setting \(\pi_{44}=0\); the rest comes from the smaller model values of \(\pi_{11}\) and \(\pi_{12}\). The model also omits stress-dependent scattering and energy-dependent relaxation, so its corrections are estimates. They do not apply to holes.

Wafers intended for epitaxy may be deliberately off-cut, which breaks the orientation assumption. Among the effects sized here, a 4 degree off-cut causes the largest change, up to about 30% of the nominal \(\pi_l\). For an off-cut toward \([1,1,-2]\), placing the resistor and the uniaxial stress along \([1,-1,0]\) removes this error within the linear cubic law. For other off-cuts, the actual direction cosines should be inserted in (5). Operation at 400 K needs its own unstressed resistance and its own coefficients. Even with the correct unstressed resistance, using the 300 K coefficient would turn the model's 25% reduction into an inferred stress about 25% too small. That figure assumes that all of \(\pi_l\) scales as \(1/T\). The share from \(\pi_{44}\) lies outside the model; if it is held fixed while \(\pi_{11}\) and \(\pi_{12}\) of Section 6 scale as \(1/T\), the reduction is about 20%.

The numerical output below lists the inputs and calculated values.

## Numbers as computed

```
n-Si input p11, p12, p44 (1/TPa): -1000.0 500.0 -140.0
n-Si anisotropy A = -1360 1/TPa
theta (deg): pi_l on (111), pi_l on (001) from [100] (1/TPa)
   0:   -320.0  -1000.0
  15:   -320.0   -830.0
  30:   -320.0   -490.0
  45:   -320.0   -320.0
  90:   -320.0  -1000.0
n-Si (111) pi_l = -320.0, pi_t = 273.3 1/TPa
n-Si (111) pi_l - pi_t = -593.3 1/TPa
p-Si input p11, p12, p44 (1/TPa): 70.0 -10.0 1400.0
p-Si (111) pi_l = 730.0 1/TPa
p-Si (001) pi_l from 70.0 to 730.0 1/TPa
Stress = 100 MPa; R0 = 1000 ohm
Relative resistivity change = -3.20 %
Resistance change = -32.0 ohm
Elastic input C11, C12, C44 = 166, 64, 80 GPa
Dimensional term = 8.38 1/TPa
Dimensional resistance change = 0.084 %
Off-cut 4 deg: pi_l from -415.4 to -272.2 1/TPa
Normal/longitudinal field at theta 30 deg = -3.31 %
Resistivity shift if normal field shorted = -0.102 %
Valley model input: Xi_u = 9.0 eV, ml = 0.92, mt = 0.19 m_e
Valley model p11, p12 = -818.2, 409.1 1/TPa
Valley model p44 = 0.0 1/TPa
Valley model (111) pi_l at 300 K = -204.6 1/TPa
Valley model (111) pi_l at 400 K = -153.4 1/TPa
Electron density = 1e+18 cm^-3
Degeneracy factor on pi_l = 0.9873
Valley model, linear change at full stress = -2.046 %
Valley model, full change from -2.057 to -1.870 %
Sixfold part: growth on doubling a small stress = 3.997
```
